# Debye length, plasma period and a resolved particle-in-cell grid

## Problem

A uniform low-temperature plasma has an electron density of $10^{16}\ \mathrm{m^{-3}}$, which is $1.0\times10^{-14}$ Å$^{-3}$, and an electron temperature of 3 eV. It is to be simulated by an explicit electrostatic particle-in-cell method: charges are collected on a grid, Poisson's equation is solved there, and the particles are advanced by the leapfrog rule.

(a) Find the electron Debye length $\lambda$ and the plasma period $P$.

(b) Choose a cell size $\Delta x$ and a time step $\Delta t$ that meet three requirements:

- the screening length given by the three-point Poisson equation, with a linear electron response at each grid point, is within 2% of $\lambda$;
- the numerical plasma frequency is within 0.1% of its true value;
- an electron with up to five thermal speeds along the grid axis travels at most one cell per step.

The algebra uses atomic units: the electron mass, the elementary charge, $\hbar$ and $4\pi\varepsilon_0$ are 1. The symbol $T$ means $k_BT$, and $n$ is the undisturbed electron density. The electron charge is $-1$. The ions are singly charged, immobile and uniform, so they supply the charge density $+n$. The electrons are classical, nonrelativistic, unmagnetized and collisionless, with a Maxwellian velocity distribution. All variation is along $x$.

## First estimate by scaling

Suppose that all electrons are removed from a slab of thickness $d$ bordering neutral plasma. The ions left behind have charge density $n$. Gauss's law, $dE/dx=4\pi n$, with zero field at the neutral edge, gives $E=4\pi n s$ at depth $s$. An electron leaving the neutral plasma is pulled back by this field. To cross the slab it needs the energy

$$
\int_0^d 4\pi n s\,ds=2\pi n d^2 .
$$

Thermal motion can supply an energy of order $T$. Setting the two equal gives

$$
d=\sqrt{\frac{T}{2\pi n}} .
$$

In atomic units $T=0.110248$ and $n=1.48185\times10^{-15}$. The length unit is 0.529177 Å, so

$$
d=0.529177\ \text{Å}\times
\sqrt{\frac{0.110248}{2\pi\times1.48185\times10^{-15}}}
\approx1.8\times10^{6}\ \text{Å}.
$$

The thermal speed along one direction is $v=\sqrt T$, because $\langle v_x^2\rangle=T$ for unit mass. Its value is 7264 Å/ps. The time scale for electrons to respond is therefore

$$
\frac dv=\frac{1.82\times10^6}{7264}\ \text{ps}\approx250\ \text{ps}.
$$

A grid and a step of these sizes would be the natural first guess. The estimate does not fix numerical factors, because the energy could equally well have been set to $T/2$. It also cannot say whether 250 ps is a full period or a fraction of one.

## Solution of the model

### Debye length

Let $\phi$ be the electrostatic potential. The force on one electron is $-E=+d\phi/dx$. In a static state this force, per unit volume, balances the pressure gradient:

$$
n_e\frac{d\phi}{dx}=T\frac{dn_e}{dx}.
$$

Division by $n_eT$ and integration, with $n_e=n$ where $\phi=0$, give $n_e=n e^{\phi/T}$. The charge density is $n-n_e$, so Poisson's equation, $\phi''=-4\pi(n-n_e)$, becomes

$$
\phi''=4\pi n\left(e^{\phi/T}-1\right).
$$

For $|\phi|\ll T$ the bracket is $\phi/T$ to leading order. Hence

$$
\phi''=\frac{\phi}{\lambda^2},\qquad
\lambda=\sqrt{\frac{T}{4\pi n}},
$$

and the solution that vanishes far away is proportional to $e^{-x/\lambda}$. With the given values,

$$
\lambda=0.529177\ \text{Å}\times
\sqrt{\frac{0.110248}{4\pi\times1.48185\times10^{-15}}}
=1.288\times10^6\ \text{Å},
$$

or 0.1288 mm.

The nonlinear equation shows how far this result can be used. Multiply it by $\phi'$ and integrate. The left side gives $\phi'^2/2$, and the right side gives $4\pi n(Te^{\phi/T}-\phi)$ plus a constant. Since $\phi$ and $\phi'$ vanish far away, the constant is $-4\pi nT$. With $y=\phi/T$,

$$
\lambda^2y'^2=2\left(e^y-1-y\right)
=y^2\left(1+\frac y3+\dots\right).
$$

Consider a potential that repels electrons, $y=-s$ with $s>0$. The square root gives $\lambda|s'|=s(1-s/6+\dots)$. The distance $\ell$ over which $s$ falls from $s_0$ to $s_0/e$ is then

$$
\frac{\ell}{\lambda}\approx\int_{s_0/e}^{s_0}\frac{ds}{s}\left(1+\frac s6\right)
=1+\frac{s_0}{6}\left(1-\frac1e\right).
$$

For $s_0=0.01$ this is 1.00105, which agrees with numerical integration of the full expression. For $s_0=1$ it gives 1.105, again in agreement with the full integral to the digits shown. Screening of a repelling potential as large as $T$ is thus about 10% longer than the linear result over the first factor of $e$. The reason is that the positive charge density, $n(1-e^{-s})$, is smaller than the value $ns$ assumed in the linear response.

### Plasma period

Now displace the electrons from rest, neglecting their thermal motion. A plane of electrons initially at $x_0$ moves to $x_0+u$. If no electrons overtake one another, the number of electrons to its left is unchanged, while the ion charge to its left has increased by $nu$ per unit area. With zero field at the far left, Gauss's law gives $E=4\pi nu$ at the displaced plane. The force is $-E$, so

$$
\ddot u=-4\pi n\,u=-\omega^2u,\qquad
\omega=\sqrt{4\pi n},\qquad P=\frac{2\pi}{\omega}.
$$

Numerically $\omega=1.3646\times10^{-7}$ in atomic units. The unit of time is $2.41888\times10^{-5}$ ps, so

$$
P=\frac{2\pi}{1.3646\times10^{-7}}\times2.41888\times10^{-5}\ \text{ps}
=1114\ \text{ps},
$$

or 1.114 ns. The shorter time $1/\omega=177.3$ ps is the time for one radian of phase. A direct summation of the forces between charged sheets, integrated in time, gives the same period and tests the result.

The two scales are connected by $\lambda\omega=\sqrt{T}=v$: a thermal electron travels one Debye length in the time $1/\omega$. The neglect of thermal motion therefore requires a disturbance whose wavelength is much longer than $\lambda$. Otherwise electrons mix between regions of different displacement during one oscillation.

### Time step

The leapfrog rule stores velocities midway between positions:

$$
\dot u_{m+1/2}=\dot u_{m-1/2}-\omega^2u_m\Delta t,\qquad
u_{m+1}=u_m+\dot u_{m+1/2}\Delta t .
$$

Subtracting the position equation for the preceding step removes the velocities:

$$
u_{m+1}-2u_m+u_{m-1}=-a^2u_m,\qquad a=\omega\Delta t .
$$

Insert $u_m=z^m$ and divide by $z^m$. This gives $z+1/z=2-a^2$, so the product of the two roots is 1. For $0<a<2$ the right side lies between $-2$ and 2. The roots are then complex conjugates of modulus 1, and the motion stays bounded. For $a>2$ the roots are real and unequal, so one has modulus above 1 and the amplitude grows exponentially. The iteration confirms this. It starts from rest, with the first step $u_1=(1-a^2/2)u_0$. At $a=1.99$ the displacement never exceeds its initial value, while at $a=2.01$ it grows by a factor of 1.22 per step, or 43 orders of magnitude in about 500 steps. Other starting velocities can give a larger amplitude at $a=1.99$, but it remains bounded. The stability limit is $2/\omega=354.5$ ps.

Stability does not ensure accuracy. In the stable range put $z=e^{-iW\Delta t}$, where $W$ is the numerical frequency. Then $2-2\cos(W\Delta t)=a^2$, and the half-angle formula gives

$$
2\sin\frac{W\Delta t}{2}=a,\qquad
\frac W\omega=\frac2a\arcsin\frac a2\approx1+\frac{a^2}{24}.
$$

The last form uses $\arcsin q\approx q+q^3/6$ with $q=a/2$. An error below 0.1% requires $a^2<0.024$, that is, $a$ below about 0.155; the rounded limit $a<0.15$ is used below.

### Cell size

On the grid, the second derivative is replaced by the three-point difference. With the linear electron response,

$$
\phi_{j+1}-2\phi_j+\phi_{j-1}=b^2\phi_j,\qquad b=\frac{\Delta x}{\lambda}.
$$

Insert $\phi_j=e^{-j\Delta x/L}$, where $L$ is the screening length on the grid. Then $2\cosh(\Delta x/L)-2=b^2$. Since $\cosh q-1=2\sinh^2(q/2)$,

$$
2\sinh\frac{\Delta x}{2L}=b,\qquad
\frac L\lambda=\frac{b}{2\,\mathrm{arsinh}(b/2)}\approx1+\frac{b^2}{24}.
$$

The last step uses $\mathrm{arsinh}\,q\approx q-q^3/6$; the minus sign stands in the denominator and so lengthens $L$. To this order an error below 2% requires $b^2<0.48$, or $b<0.69$; the exact formula allows $b$ up to about 0.70. A simple choice is $b=1/2$.

The third requirement links the two choices. In one step a thermal electron crosses

$$
\frac{v\Delta t}{\Delta x}
=\frac{(\lambda\omega)(a/\omega)}{b\lambda}=\frac ab
$$

cells. Five thermal speeds may cover at most one cell, so $a\le b/5=0.1$. This is stricter than the limit $a<0.15$. Taking $a=0.1$ gives

$$
\Delta x=\frac\lambda2=6.44\times10^5\ \text{Å},\qquad
\Delta t=\frac{0.1}{\omega}=17.7\ \text{ps},
$$

or 0.0644 mm and $1.77\times10^{-11}$ s. The screening length of the grid equation is 1.02% too long and the frequency of the leapfrog oscillator 0.042% too high, each relative to its value in the continuous model. There are 63 steps per plasma period. The frequency error accumulates as phase: after about $1/0.000417\approx2400$ periods the numerical oscillation is one full cycle ahead. The fraction of electrons above five thermal speeds in either direction along the axis is $5.7\times10^{-7}$. Those electrons do not make the particle update unstable, but they can cross a whole cell between two evaluations of the force, so they sample the field more coarsely.

A gap of $2.0\times10^8$ Å, taken as a round model length, needs $2.0\times10^8/(6.44\times10^5)$, rounded up to 311 cells. Five thermal speeds correspond to a kinetic energy of only $12.5\,T=37.5$ eV. In a real discharge, electrons accelerated through a sheath can be much faster: at 100 eV they cross 1.6 cells per step and at 300 eV 2.8 cells, so where such electrons matter the step must be set by their speed.

## Comparison of the estimate and the solution

The scaling length is $d=\sqrt2\,\lambda$, about 41% above the Debye length. The scaling time is $d/v=\sqrt2/\omega$, which is $\sqrt2/(2\pi)=0.23$ of a plasma period. The estimate thus has the correct dependence on density and temperature, but its time is closer to one radian than to one cycle.

These factors matter when the estimates are used as numerical settings. With $\Delta x=d$ and $\Delta t=d/v$, both $a$ and $b$ equal $\sqrt2$. The leapfrog oscillator is stable, since $a<2$, but

$$
\frac W\omega=\sqrt2\arcsin\frac1{\sqrt2}=1.11,\qquad
\frac L\lambda=\frac{1}{\sqrt2\,\mathrm{arsinh}(1/\sqrt2)}=1.07 .
$$

The frequency is 11% too high and the screening length 7% too long. A thermal electron also crosses a whole cell in each step. All three requirements fail, although $d$ and $d/v$ are of the same order as $\lambda$ and $1/\omega$.

### The complete particle calculation

The error formulas treat time stepping and field solution separately, and the grid formula takes the electron response from the potential at the same grid point. In a particle code the transfer between grid and particles adds errors of the same order. Take the field $E_j=(\phi_{j-1}-\phi_{j+1})/(2\Delta x)$, interpolated linearly to the electrons. Integrating it from one grid point to the next shows that the potential felt by an electron at point $j$ is

$$
\frac{\phi_{j-1}+2\phi_j+\phi_{j+1}}4\approx\phi+\frac{\Delta x^2}{4}\phi'' .
$$

Collecting the charge with linear weights averages the electron density over the two adjoining cells, which adds $\Delta x^2/12$ times its second derivative. For a potential proportional to $e^{-x/L}$ with $L\approx\lambda$, the two effects multiply the electron response by about $1+b^2/4+b^2/12=1+b^2/3$. The three-point difference multiplies $\phi''$ by about $1+b^2/12$. Hence, to order $b^2$,

$$
\frac{\lambda^2}{L^2}\approx1+\frac{b^2}{4},\qquad
\frac L\lambda\approx1-\frac{b^2}{8}.
$$

At $b=1/2$ the screening length in such a code is therefore about 3% too short, although the grid equation alone makes it 1% too long. If the 2% limit is to hold for the whole code, this expansion requires $b<0.4$. The neglected higher terms lower the bound slightly, so $b=0.35$ is a safer choice, and the third requirement then gives $a\le b/5=0.07$.

The same transfer affects the plasma frequency. For a cold plasma wave of wave number $k$, $\phi''=-k^2\phi$, and the three factors above multiply $\omega^2$ by about $1-k^2\Delta x^2/4$. The grid thus lowers the frequency by a fraction of about $k^2\Delta x^2/8$. At $b=1/2$ and a wavelength of $20\lambda$ this is 0.3%, so the 0.1% limit met by the time step carries over to the whole code only for sufficiently long waves. The figure describes a cold plasma. At 3 eV, thermal motion raises the physical frequency of so short a wave by more than 10%, and $\omega$ is then no longer a good approximation to it.

A complete one-dimensional calculation with this weighting combines these effects with a finite number of particles. Three runs used the same periodic box of 320 Debye lengths, the same 16,000 simulation electrons, the same initial state and $\omega\Delta t=0.1$. Only the cell size differed. After 47.75 plasma periods, the kinetic temperatures, averaged over the last 200 steps, were:

| $\Delta x/\lambda$ | Final temperature (eV) |
|---:|---:|
| 0.5 | 2.981 |
| 2 | 3.029 |
| 20 | 5.806 |

The initial temperature was 3 eV. With the chosen cell it changed by 0.6%; with the coarsest cell it rose by 94%. The latter figure belongs to one random set of initial velocities, and another set can give a noticeably different rise; other sets gave final temperatures from 5.9 to 6.7 eV. The table lists kinetic temperature only. The small fall on the fine grid is energy passed into the fluctuating field, which is zero in the evenly spaced initial load; kinetic plus field energy rises by about 0.2% on the fine grid and by about 1.5% on the middle one. On the coarsest grid the total energy roughly doubles. No energy source is present, so this rise is a numerical error. It occurred although the coarse grid had 1000 electrons per cell and the fine grid 25, so a large number of particles per cell did not prevent it. The size of the rise within this time does depend on the particle number: the coarse grid ends near 10 eV with 4,000 electrons and near 4.7 eV with 48,000. A likely cause is that the grid cannot distinguish a wave number $k$ from $k+2\pi/\Delta x$, which lets short waves act as false long ones; the runs do not isolate this mechanism.

The middle run shows that $\Delta x=\lambda$ is not a sharp edge beyond which strong heating must appear within this time. Little heating is nevertheless not the same as good resolution: at $b=2$ the grid equation alone gives $L/\lambda=1/\mathrm{arsinh}(1)=1.13$, an error of 13%, and the expansion in small $b$ used for the weighting no longer applies. The three runs do not locate a heating threshold, and they do not bound the heating in much longer simulations.

### When the settings must change

The length $\lambda$ scales as $\sqrt{T/n}$, whereas $P$ scales as $1/\sqrt n$ and does not depend on $T$. If the density rises fourfold at fixed temperature, both $\lambda$ and $P$ are halved. The old settings then have $b=1$ and $a=0.2$. The screening length of the grid equation is then 3.9% too long and the frequency of the leapfrog oscillator 0.17% too high. In the complete code with the weighting described above, the screening length is more than 10% too short. At fixed temperature the settings should therefore be based on the highest density expected. If instead the temperature falls to a quarter at fixed density, $\lambda$ is halved but $P$ is unchanged, so only the cell needs to be reduced. If the temperature rises fourfold at fixed density, the thermal speed doubles, and with the old settings five thermal speeds cover two cells per step. Doubling the cell restores $b=1/2$ and meets the third requirement again.

The smooth-field description is well justified here. A cube of side $\lambda$ contains $N=n\lambda^3=2.13\times10^4$ electrons. The Coulomb energy of two electrons at the typical spacing $n^{-1/3}$ is $n^{1/3}$, and with $T=4\pi n\lambda^2$ its ratio to $T$ is

$$
\frac{n^{1/3}}{4\pi n\lambda^2}=\frac{1}{4\pi N^{2/3}}\approx1.0\times10^{-4}.
$$

Individual electron pairs are thus weakly coupled. Collisions with gas atoms are a separate matter. If they are included, $\Delta t$ must also be short compared with the time between collisions, and the oscillation lasts for many periods only when that time is much longer than $P$.

## Computed results

```
Electron density: 1.000e-14 angstrom^-3
Electron temperature: 3.000 eV
Density in atomic units: 1.48185e-15 bohr^-3
Temperature in atomic units: 0.110248 hartree
Debye length in atomic units: 2.43320e+06 bohr
Plasma frequency in atomic units: 1.36460e-07 a.u.
Debye length: 1.2876e+06 angstrom
Debye length converted: 0.1288 mm
Plasma quantum hbar*w: 3.7133e-06 eV
Plasma period: 1113.75 ps
Plasma period converted: 1.1138 ns
Inverse plasma frequency 1/w: 177.26 ps
Thermal speed: 7263.9 angstrom/ps
Electrons in a Debye cube: 2.1347e+04
Chosen dx/lambda: 0.50
Chosen w*dt: 0.10
Cell size dx: 6.4380e+05 angstrom
Cell size converted: 0.0644 mm
Time step dt: 17.726 ps
Time step converted: 1.7726e-11 s
Leapfrog limit 2/w: 354.52 ps
Steps per plasma period: 62.83
Model gap: 2.000e+08 angstrom
Cells needed across gap: 311
Weak-potential e-fold distance/lambda: 1.00105
E-fold distance/lambda from phi=-T: 1.10508
Sheet-model period: 1113.75 ps
Leapfrog frequency error: 0.0417 percent
Grid screening error: 1.0238 percent
Leapfrog peak at w*dt=1.99: 1.0000 initial amplitudes
Leapfrog peak at w*dt=2.01: 1.056e+43 initial amplitudes
Thermal travel per step: 0.200 cells
Speed for one cell per step: 5.00 thermal speeds
Fraction above that speed: 5.733e-07
PIC box length: 320 Debye lengths
PIC simulation electrons: 16000
PIC steps: 3000
PIC duration: 47.75 plasma periods
PIC temperature average: last 200 steps
PIC final temperature, dx=0.5 lambda: 2.981 eV
PIC final temperature, dx=2 lambda: 3.029 eV
PIC final temperature, dx=20 lambda: 5.806 eV
```
